\section*{Orientation-independent potential step between crystals of superposed spherical atoms}

\section*{The model and its conventions}

A metal silicide $A$ fills the space to the left of an interface and a semiconductor $B$ the space to the right. The charge density is modelled as a sum of rigid atoms. Atom $j$ has a point nucleus of charge $Z_je$ and a spherical electron number density $n_j(r)$, with $e>0$. Each atom is neutral, and $n_j$ decays exponentially. Its second radial moment is
\begin{equation}
Q_j=\int r^2 n_j(r)\,d^3r=4\pi\int_0^\infty r^4n_j(r)\,dr .
\end{equation}
The electrostatic potential $\phi$ is zero far from all atoms, and an electron has potential energy $U=-e\phi$. A bar denotes an average over one primitive cell, of volume $\Omega$, deep inside a crystal. The wanted step is $\Delta U=\bar U_B-\bar U_A$. Near the interface the atoms may sit anywhere, at bounded density; deep inside, each crystal is periodic.

\section*{(a) One atom}

\textbf{Question.} Find the potential of one neutral spherical atom and its integral over all space.

\textbf{Solution.} By Gauss's law the field at radius $r$ is set by the charge inside $r$. Neutrality makes this charge equal to $e$ times the number of electrons outside $r$:
\begin{equation}
E(r)=\frac{e}{4\pi\varepsilon_0r^2}\left[Z-4\pi\int_0^r s^2n\,ds\right]
=\frac{e}{\varepsilon_0r^2}\int_r^\infty s^2n(s)\,ds .
\end{equation}
The potential is the integral of $E$ from $r$ to infinity. Exchanging the order of integration over the region $r<r'<s$ gives
\begin{align}
\phi(r)&=\frac{e}{\varepsilon_0}\int_r^\infty\frac{dr'}{r'^2}\int_{r'}^\infty s^2n(s)\,ds
=\frac{e}{\varepsilon_0}\int_r^\infty s^2n(s)\left(\frac1r-\frac1s\right)ds\notag\\
&=\frac{e}{\varepsilon_0}\int_r^\infty n(s)\left(\frac{s^2}{r}-s\right)ds .
\label{eq:phi}
\end{align}
Only electrons farther out than $r$ contribute, so $\phi$ decays exponentially with $n$. The integrand is non-negative because $s\ge r$, so the order may be exchanged once more in the volume integral:
\begin{align}
\int\phi\,d^3r
&=\frac{4\pi e}{\varepsilon_0}\int_0^\infty ds\,n(s)\int_0^s(s^2r-sr^2)\,dr\notag\\
&=\frac{4\pi e}{\varepsilon_0}\int_0^\infty n(s)\left(\frac{s^4}{2}-\frac{s^4}{3}\right)ds
=\frac{eQ}{6\varepsilon_0}.
\label{eq:atom}
\end{align}
The sign is positive because the nucleus is incompletely screened inside the cloud. Moving electrons outward weakens the screening and raises the integral.

Hydrogen gives a check. In atomic units $n=e^{-2r}/\pi$ and $e/\varepsilon_0=4\pi$, so Eq.~\eqref{eq:phi} becomes
\begin{align}
\phi&=4e^{-2r}\left[\frac1r\left(\frac{r^2}{2}+\frac r2+\frac14\right)-\left(\frac r2+\frac14\right)\right]
=\left(1+\frac1r\right)e^{-2r},\\
\int\phi\,d^3r&=4\pi\int_0^\infty(r^2+r)e^{-2r}dr=4\pi\left(\frac14+\frac14\right)=2\pi .
\end{align}
The moment is $Q=4\int_0^\infty r^4e^{-2r}dr=3$, and $4\pi Q/6=2\pi$, in agreement.

\section*{(b) From the atom to the step}

\textbf{Question.} Find $\bar U$ deep in a crystal and the step $\Delta U$. Which properties of the interface enter?

\textbf{Solution.} Consider first an infinite crystal with lattice vectors $\mathbf R$ and atoms at $\boldsymbol\tau_j$ in the cell $C$. The average of the summed potentials is
\begin{align}
\bar\phi&=\frac1\Omega\int_C\sum_{\mathbf R}\sum_j\phi_j(\mathbf r-\mathbf R-\boldsymbol\tau_j)\,d^3r
=\frac1\Omega\sum_j\sum_{\mathbf R}\int_{C-\mathbf R-\boldsymbol\tau_j}\phi_j(\mathbf r')\,d^3r'\notag\\
&=\frac1\Omega\sum_j\int\phi_j\,d^3r'
=\frac{e}{6\varepsilon_0}\frac{\sum_jQ_j}{\Omega}.
\label{eq:bulk}
\end{align}
The second equality shifts the integration variable. The third holds because the shifted cells fill space once, without overlap.

Now take a point at depth $L$ in the real half-crystal. Its potential differs from that of the infinite crystal through atoms that are missing, displaced or foreign, all at distances of at least about $L$. Each contributes at most $Ce^{-\kappa r}$ for some constants $C$ and $\kappa>0$. With a bounded number of atoms per volume, the total difference is bounded by a constant times $\int_L^\infty r^2e^{-\kappa r}dr$, which vanishes as $L$ grows. Equation~\eqref{eq:bulk} therefore holds deep in each crystal, and with $U=-e\phi$
\begin{equation}
\boxed{\;\Delta U=\frac{e^2}{6\varepsilon_0}\left[\left(\frac{\sum Q}{\Omega}\right)_A-\left(\frac{\sum Q}{\Omega}\right)_B\right]\;}
\label{eq:step}
\end{equation}
The numbers of atoms per volume and their second moments fix the step. No interface property appears: neither the orientation, nor the termination, nor the gap, nor interfacial vacancies. This holds at fixed cell volumes and fixed atomic clouds.

A wide gap is an instructive limit. The two crystals then have free surfaces, and each $\bar U$ is already measured from the vacuum between them. Closing the gap leaves $\Delta U$ unchanged, so in this model the crystals align as they would through vacuum.

\section*{(c) The same step seen layer by layer}

\textbf{Question.} Different crystal faces have different layer spacings. Show how this dependence cancels, and identify the interface dipole.

\textbf{Solution.} Take one atomic layer with area $S$ per atom and average over the plane. Let $u$ be the distance from the nuclei along the normal. A sphere of radius $r$ has area $2\pi r(r-u)$ beyond a plane at $u>0$, so the number of electrons per atom beyond that plane is
\begin{equation}
T(u)=2\pi\int_u^\infty n(r)\,r(r-u)\,dr .
\end{equation}
The layer is neutral, so the charge to the left of the plane is $+eT(u)$ per atom, and the field is $E=eT(u)/(\varepsilon_0S)$. By symmetry the field at $-u$ is opposite. The layer potential is thus $\phi(u)=(e/\varepsilon_0S)\int_{|u|}^\infty T(v)\,dv$, and
\begin{align}
\int_{-\infty}^{\infty}\phi\,du
&=\frac{2e}{\varepsilon_0S}\int_0^\infty du\int_u^\infty T(v)\,dv
=\frac{2e}{\varepsilon_0S}\int_0^\infty vT(v)\,dv\notag\\
&=\frac{4\pi e}{\varepsilon_0S}\int_0^\infty dr\,n(r)\,r\int_0^r v(r-v)\,dv\notag\\
&=\frac{4\pi e}{\varepsilon_0S}\int_0^\infty n(r)\frac{r^4}{6}\,dr=\frac{eQ}{6\varepsilon_0S}.
\label{eq:layer}
\end{align}
With one such layer per length $d$, the average is $eQ/(6\varepsilon_0Sd)$. Changing the face changes $S$ and $d$ separately, but $Sd$ remains the volume per atom.

Each layer is neutral and has no dipole of its own. The interface dipole appears after smoothing over a period of each crystal, one after the other if the periods differ. Let $\bar\phi(z)$ be the smoothed potential and $\bar\rho=-\varepsilon_0\bar\phi''$ the smoothed charge. The dipole per area is, by parts,
\begin{equation}
D=\int z\bar\rho\,dz=-\varepsilon_0\left[z\bar\phi'\right]+\varepsilon_0\int\bar\phi'\,dz=\varepsilon_0(\bar\phi_B-\bar\phi_A),
\end{equation}
because $\bar\phi'$ vanishes in both bulks. With $U=-e\phi$ this is $\Delta U=-eD/\varepsilon_0$. The dipole thus expresses the change in second-moment density across the interface and requires no charge transfer between atoms.

\section*{(d) What happens without spherical symmetry}

\textbf{Question.} Replace the sphere by a neutral atomic charge density $\rho(\mathbf r)$ that has no dipole but may be aspherical. Does orientation independence survive?

\textbf{Solution.} Let $\hat{\mathbf n}$ be the interface normal and $\lambda(u')$ the atomic charge per length along it. A charged sheet produces a potential proportional to $-|u-u'|$, so
\begin{equation}
\phi(u)=-\frac{1}{2\varepsilon_0S}\int\lambda(u')\,|u-u'|\,du' .
\end{equation}
Outside the cloud this vanishes, since the charge and dipole are zero. Integrate over $-L<u<L$, with $L$ beyond the cloud, and use $\int_{-L}^{L}|u-u'|du=L^2+u'^2$. The $L^2$ term drops out by neutrality:
\begin{equation}
\int\phi\,du=-\frac{1}{2\varepsilon_0S}\int\rho(\mathbf r)(\hat{\mathbf n}\cdot\mathbf r)^2\,d^3r .
\label{eq:aspherical}
\end{equation}
For a sphere the integral is one third of the full moment, $-eQ/3$, for every $\hat{\mathbf n}$, and Eq.~\eqref{eq:layer} returns. The nucleus, at $r=0$, adds nothing.

For a counterexample, add to one atom per cell a charge $+2q$ at its centre and $-q$ at $\pm a_q$ along $[001]$. If $\theta$ is the angle between $[001]$ and the normal, the added moment is $-2qa_q^2\cos^2\theta$. The average potential rises by $qa_q^2\cos^2\theta/(\varepsilon_0\Omega)$, so
\begin{equation}
\delta\bar U=-\frac{e\,q\,a_q^2\cos^2\theta}{\varepsilon_0\Omega}.
\label{eq:axial}
\end{equation}
This depends on orientation. What matters is the second-moment tensor summed over the cell: if that sum is isotropic, the orientation dependence cancels even when individual atoms are aspherical.

\section*{(e) NiSi$_2$ on silicon}

\textbf{Question.} Evaluate the step for NiSi$_2$ on Si, and test its independence of orientation.

\textbf{Solution.} Both crystals are given the rough lattice constant $a=0.54$~nm. Their primitive cells then have the common volume $\Omega=a^3/4=0.03937$~nm$^3$. Each contains two Si atoms, and the silicide cell also contains one Ni. The silicon terms in Eq.~\eqref{eq:step} cancel, provided the same Si cloud is used on both sides:
\begin{equation}
\Delta U=\frac{e^2}{6\varepsilon_0}\frac{Q_{\rm Ni}}{\Omega}.
\end{equation}
The clouds come from spherically averaged, spin-restricted, nonrelativistic PBE atoms in a Gaussian basis, with Ni in the configuration $3d^84s^2$. They give $Q_{\rm Ni}=0.1010$~nm$^2$ and $Q_{\rm Si}=0.0911$~nm$^2$. With $e^2/(6\varepsilon_0)=3.016$~eV\,nm,
\begin{align}
\bar U_{\rm NiSi_2}&=-3.016\times\frac{0.1010+2(0.0911)}{0.03937}\ {\rm eV}\approx-21.70\ {\rm eV},\\
\bar U_{\rm Si}&=-3.016\times\frac{2(0.0911)}{0.03937}\ {\rm eV}\approx-13.96\ {\rm eV},\\
\Delta U&\approx7.74\ {\rm eV}.
\end{align}
The Si moment is sensitive to the diffuse basis functions. A larger basis gives $Q_{\rm Si}=0.0918$~nm$^2$ and lowers both averages by about $0.11$~eV, but leaves the step at $7.74$~eV because the Si terms cancel. These are averages of the full electrostatic potential energy, not band energies, so neither they nor their difference is a barrier height. The two $4s$ electrons supply $0.0533$~nm$^2$, about 53\% of $Q_{\rm Ni}$, because the moment weights distant charge by $r^2$.

For a separate test, explicit stacks of atomic layers were built, the layer fields of part (c) were summed, and the total field was integrated to give the potential. The (001), (110), (111) and (311) interfaces all gave $7.74$~eV, with a spread of about $0.1$~meV. Widening the (111) interface by $0.0585$~nm left the step at $7.74$~eV. So did removing half the Ni from the last silicide cell at the (001) interface.

The counterexample of part (d) was tested in the same silicide structure with $q=0.05e$ and $a_q=0.10$~nm on each Ni. Direct summation of charged sheets gave $-0.230$~eV for (001), zero for (110) and $-0.077$~eV for (111), in agreement with Eq.~\eqref{eq:axial} for $\cos^2\theta=1$, $0$ and $1/3$.

The value of $7.74$~eV belongs to the chosen atoms and lattice constant. With the same atoms and $a=0.543$~nm, close to the measured value for Si, it becomes $7.61$~eV. At the original $a$, the configuration $3d^94s^1$ gives about $7.1$~eV. Using LDA for Ni gives $7.66$~eV. Scalar relativity lowers the step by about $0.1$~eV. Each choice leaves the proof of orientation independence intact but changes the number.

\section*{(f) Strain, charge transfer and the Schottky barrier}

\textbf{Question.} Relate $\Delta U$ to the electron barrier. How can orientation enter in a real contact?

\textbf{Solution.} The barrier $\Phi_{Bn}$ is the semiconductor band edge $E_c$ at the contact minus the metal Fermi level $E_F$. Referring each level to the average potential of its own crystal gives
\begin{equation}
\Phi_{Bn}=\Delta U+(E_c-\bar U)_{\rm Si}-(E_F-\bar U)_{\rm NiSi_2}.
\label{eq:barrier}
\end{equation}
The last two terms are bulk quantities. At fixed strain, the superposition model therefore gives the same barrier for every orientation. Measured from vacuum, the model work function is $W=-E_F$ and the model electron affinity is $\chi=-E_c$, so Eq.~\eqref{eq:barrier} is the Schottky--Mott form $\Phi_{Bn}=W-\chi$.

Strain is one route by which orientation returns. Suppose the relaxed film has a lattice constant smaller than that of Si by a fraction $m$. Matching it in the plane stretches it by $m$. With no normal stress, an isotropic film with Poisson ratio $\nu$ then contracts along the normal by $2\nu m/(1-\nu)$. To first order its normal strain relative to the Si-sized cell is
\begin{equation}
\epsilon_n=-m\left(1+\frac{2\nu}{1-\nu}\right),\qquad
\delta(\Delta U)=\bar U_A-\frac{\bar U_A}{1+\epsilon_n},
\end{equation}
with the atomic clouds held fixed. For $m=0.4\%$, a rough value for this pair, the shift is $+0.15$~eV at $\nu=0.25$ and $+0.18$~eV at $\nu=0.35$. In a cubic film the effective $\nu$ depends on the face, so the difference between the two shifts, a few hundredths of an eV, indicates the possible scale of the orientation dependence. Both are shifts of $\Delta U$, not of the barrier, because strain also changes the bulk terms in Eq.~\eqref{eq:barrier}. An explicit (001) stack with $\epsilon_n=-0.75\%$ gave $7.90$~eV, which agrees with $-13.96+21.70/0.9925$.

Another route is charge rearrangement. Poisson's equation is linear, so the potential of the density difference adds to the superposition potential. Moving charge $q_t$ through a distance $\ell$ in each interface cell of area $S_i$ changes the step by $eq_t\ell/(\varepsilon_0S_i)$ in magnitude. For $0.05e$ moved by $0.10$~nm in a (111) cell of $0.126$~nm$^2$, the unscreened shift is
\begin{equation}
18.10\ {\rm eV\,nm}\times\frac{0.05\times0.10\ {\rm nm}}{0.126\ {\rm nm^2}}\approx0.72\ {\rm eV},
\end{equation}
where $18.10$~eV\,nm is $e^2/\varepsilon_0$. Screening would reduce it.

\textbf{Comparison with real contacts.} NiSi$_2$ grows on Si(111) in two variants, related by a $180^\circ$ rotation about the normal, whose measured barriers differ by an amount of order $0.1$~eV. The superposition model gives no difference between them: the atoms, the face and, for equally coherent films, the strain are the same. If both contacts are uniform, the assumption that fails is that of rigid atoms. By the estimate above, a difference of only about $0.007e$ moved by $0.10$~nm per interface cell would produce $0.1$~eV without screening. The model is therefore a reference from which the interface-specific dipole is measured, not a predictor of barrier heights.

Two further effects stay below 0.1~eV for the chosen conditions. Heating a free film by 100~K, with rough expansion coefficients of $1.2\times10^{-5}$~K$^{-1}$ for NiSi$_2$ and $2.6\times10^{-6}$~K$^{-1}$ for Si, changes $\Delta U$ by $-0.07$~eV. A film bonded to the silicon must follow it in the plane and gains less volume; with $\nu=0.25$ the change is then about $-0.04$~eV. A doping of $10^{17}$~cm$^{-3}$ with $0.5$~V of depletion bending gives a contact field of $0.12$~MV/cm, or about $12$~meV over 1~nm. The average on the silicon side should thus be taken within a few nanometres of the contact, yet beyond the reach of the interfacial atoms. The remaining digits are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
hydrogen second moment: 3.0000 bohr^2
hydrogen potential integral: 6.2832 hartree bohr^3/e
common lattice constant: 0.54 nm
primitive cell volume: 0.03937 nm^3
prefactor e^2/(6 eps0): 3.0159 eV nm
Q of Ni 3d8 4s2: 0.10101 nm^2
part of Q(Ni) from 4s: 0.05329 nm^2
Q of Si: 0.09110 nm^2
direct potential integral, Ni: 0.30464 V nm^3
direct potential integral, Si: 0.27473 V nm^3
average energy in NiSi2: -21.696 eV
average energy in Si: -13.958 eV
step U(Si)-U(NiSi2), formula: 7.739 eV
step from stack (0, 0, 1): 7.738 eV
step from stack (1, 1, 0): 7.739 eV
step from stack (1, 1, 1): 7.739 eV
step from stack (3, 1, 1): 7.739 eV
spread over four orientations: 0.111 meV
extra gap in (111) stack: 0.0585 nm
step with extra gap: 7.739 eV
step, half the Ni missing in last cell: 7.738 eV
normal strain in strained stack: -0.75 %
step from strained (001) stack: 7.902 eV
axial test charge q: 0.05 e
axial test distance: 0.10 nm
axial-charge energy in NiSi2 (0, 0, 1): -0.2298 eV
axial-charge energy in NiSi2 (1, 1, 0): -0.0000 eV
axial-charge energy in NiSi2 (1, 1, 1): -0.0766 eV
step with Ni 3d9 4s1: 7.090 eV
step with Ni 3d10: 6.416 eV
step with LDA Ni: 7.662 eV
step, uncontracted TZVP Ni: 7.705 eV
same basis, scalar relativistic: 7.608 eV
assumed lattice mismatch: 0.4 %
strain shift, Poisson ratio 0.25: +0.146 eV
strain shift, Poisson ratio 0.35: +0.182 eV
assumed heating: 100 K
assumed expansion, NiSi2: 1.2e-05 1/K
assumed expansion, Si: 2.6e-06 1/K
step shift on heating, free film: -0.067 eV
assumed transferred charge: 0.05 e per (111) cell
assumed transfer distance: 0.10 nm
(111) interface cell area: 0.1263 nm^2
unscreened transfer shift: 0.717 eV
assumed doping: 1e+17 cm^-3
assumed depletion bending: 0.5 V
assumed relative permittivity of Si: 11.7
depletion field at contact: 0.124 MV/cm
bending over 1 nm at that field: 12.44 meV
\end{verbatim}
